# Boundary-Element Charge Profile of a Ribbon Above a Gate

A ribbon-shaped transistor channel sits above a metal gate, separated from it by an insulator as thick as the ribbon is wide. The parallel-plate formula assigns it a capacitance per length $\varepsilon w/d$ and a uniform charge. Neither is a good approximation here: field lines from the gate also reach the edges and the top of the ribbon. This note gives a scheme for computing the charge, with an independent solution against which an implementation can be checked.

## Model and integral equation

The ribbon is infinitely long, infinitely thin and perfectly conducting. It occupies $|x|<w/2$ at height $y=d$. The gate is the grounded plane $y=0$, and a uniform dielectric of permittivity $\varepsilon$ fills the space above it. The ribbon potential is $V>0$; for an electron channel all signs reverse and the magnitudes remain. Let $\sigma(x)$ be the charge density summed over both faces, and $C$ the capacitance per length.

By Gauss's law, a line charge $\lambda$ has radial field $\lambda/(2\pi\varepsilon r)$, hence potential $-(\lambda/2\pi\varepsilon)\ln r$ plus a constant. An image $-\lambda$ at $y=-d$ makes the two distances equal on the gate, so the potential vanishes there. At a point of the ribbon these distances are $|x-x'|$ and $\sqrt{(x-x')^2+4d^2}$. Superposition gives

$$
V=\frac1{2\pi\varepsilon}\int_{-w/2}^{w/2}
\ln\frac{\sqrt{(x-x')^2+4d^2}}{|x-x'|}\,\sigma(x')\,dx',
\qquad |x|<\frac w2 .
$$

The gate needs no panels, because the image carries its entire effect.

## Panels and their integrals

Divide the ribbon into $N$ panels $[a_j,b_j]$ of width $h_j$, take $\sigma=\sigma_j$ on each, and impose the potential at the midpoints $x_i$. With $s_j=\sigma_j/(\varepsilon V)$, the equations are $\sum_jA_{ij}s_j=1$. The integral needed is that of $\ln\sqrt{u^2+v^2}$, where $u=x'-x_i$ and $v$ is the vertical distance. Integration by parts gives

$$
\int\tfrac12\ln(u^2+v^2)\,du
=\frac u2\ln(u^2+v^2)-\int\frac{u^2}{u^2+v^2}\,du .
$$

Since $u^2/(u^2+v^2)=1-v^2/(u^2+v^2)$, a primitive is

$$
F(u,v)=\frac u2\ln(u^2+v^2)-u+v\arctan\frac uv .
$$

At $v=0$ the last term is zero. With $\alpha=a_j-x_i$ and $\beta=b_j-x_i$,

$$
A_{ij}=\frac{F(\beta,2d)-F(\alpha,2d)-F(\beta,0)+F(\alpha,0)}{2\pi}.
$$

The same primitive serves a tilted panel if $u$ is measured along it and $v$ perpendicular to it.

### A four-panel calculation

For $w=d=50$ nm, take panel ends at $-25$, $-17.6777$, $0$, $17.6777$ and $25$ nm. The first panel has $h_1=7.3223$ nm, so its self term has $\beta=-\alpha=3.6612$ nm. With unrounded panel ends, the direct part is $h_1(\ln\beta-1)=2.180$ nm and the image part is 33.722 nm. Thus $A_{11}=(33.722-2.180)/2\pi=5.020$ nm.

Symmetry leaves two unknowns. Adding the entries of mirror panels gives

$$
6.1114\,s_1+9.6950\,s_2=1,\qquad
3.8998\,s_1+14.6920\,s_2=1,
$$

with coefficients in nm. The determinant is 51.98 nm², so

$$
s_1=\frac{14.6920-9.6950}{51.98}=0.0961\ \mathrm{nm}^{-1},\qquad
s_2=\frac{6.1114-3.8998}{51.98}=0.0425\ \mathrm{nm}^{-1}.
$$

Summing charges gives $C/\varepsilon=2(h_1s_1+h_2s_2)=2.912$, already within 2.3% of the converged value.

## Edge singularity and panel grading

Close to an edge the ribbon looks like a half-plane. Let $r$ be the distance from the edge and $\theta$ the angle from the ribbon's outward extension, so that the two faces are $\theta=\pm\pi$. The leading finite-energy solution of Laplace's equation that is constant on both faces and even in $\theta$ is

$$
\phi=V-a\sqrt r\cos(\theta/2).
$$

The normal field on each face is $a/(2\sqrt r)$. Adding the two faces at distance $s$ from the edge,

$$
\sigma\simeq\frac{S}{\sqrt s},\qquad S=\varepsilon a .
$$

The field straight ahead of the edge is $S/(2\varepsilon\sqrt r)$. The density diverges, but the charge within $s$ of the edge is $2S\sqrt s$, which is finite.

The panel ends should therefore follow

$$
x_j=-\frac w2\cos\frac{\pi j}{N},\qquad j=0,\ldots,N .
$$

Near the left edge, $s_{\rm end}=x_j+w/2\simeq\pi^2wj^2/(4N^2)$. Its square root is linear in $j$, so panels near the edge carry nearly equal charges, about $\pi S\sqrt w/N$ each.

A scaling argument suggests the convergence rate. A constant density in the last panel misplaces the edge by an effective length proportional to that panel's width. This width is $w/N$ for uniform panels and about $\pi^2w/(4N^2)$ for graded ones. The argument is not a proof, but the errors in $C$, relative to the exact solution below, agree with it:

| $N$ | uniform | graded |
|---:|---:|---:|
| 20 | $7.8\times10^{-3}$ | $1.1\times10^{-3}$ |
| 80 | $2.0\times10^{-3}$ | $6.8\times10^{-5}$ |
| 320 | $4.9\times10^{-4}$ | $4.3\times10^{-6}$ |

Between the last two rows the observed orders are 1.00 and 2.00.

## Separating the two faces

The ribbon's own charge produces normal fields $\sigma/2\varepsilon$ away from its two faces; charge elsewhere in the same plane adds no normal component. The negative image produces a downward field

$$
E_{\rm im}(x)=\frac1{2\pi\varepsilon}\int
\frac{2d\,\sigma(x')}{(x-x')^2+4d^2}\,dx' .
$$

It adds to the outward field below and subtracts from it above. Gauss's law on each face gives

$$
\sigma_{\rm low}=\frac\sigma2+\varepsilon E_{\rm im},\qquad
\sigma_{\rm up}=\frac\sigma2-\varepsilon E_{\rm im}.
$$

One panel contributes $\sigma_j[\arctan(\beta/2d)-\arctan(\alpha/2d)]/(2\pi\varepsilon)$ to $E_{\rm im}$.

## Algorithm

```
input w, d, N, eps, V
x[j] = -(w/2)*cos(pi*j/N),  j = 0..N
h[j] = x[j+1]-x[j];  c[j] = (x[j+1]+x[j])/2
for every i, j:
    alpha = x[j]-c[i];  beta = x[j+1]-c[i]
    A[i,j] = (F(beta,2d)-F(alpha,2d)
              -F(beta,0)+F(alpha,0))/(2*pi)
solve A s = 1
C = eps*sum(s[j]*h[j]);  sigma[j] = eps*V*s[j]
Eim[i] = V*sum_j s[j]*(atan((x[j+1]-c[i])/(2d))
                      -atan((x[j]-c[i])/(2d)))/(2*pi)
low = sigma/2+eps*Eim;  up = sigma/2-eps*Eim
```

## An exact reference

Conformal mapping solves the same problem without panels. For this section shift the origin so that the ribbon lies on $\operatorname{Im}z=0$ and the gate on $\operatorname{Im}z=-d$. Let sn, cn and dn be Jacobi functions of parameter $m$, with complete integrals $K$ and $E$ of the first and second kind. Primes on $K$ and $E$ denote parameter $m'=1-m$. Define

$$
z=A Z(u),\qquad Z(u)=\int_0^u\mathrm{dn}^2t\,dt-\frac EK u .
$$

Because $\int_0^{2K}\mathrm{dn}^2t\,dt=2E$, $Z$ has period $2K$. It is real for real $u$, and this line will be the ribbon.

On the line $u=t+iK'$, $\mathrm{dn}(t+iK')=-i\,\mathrm{cn}\,t/\mathrm{sn}\,t$. Differentiation with $\mathrm{sn}'=\mathrm{cn\,dn}$, $\mathrm{cn}'=-\mathrm{sn\,dn}$ and $\mathrm{dn}'=-m\,\mathrm{sn\,cn}$ gives

$$
\frac d{dt}\frac{\mathrm{cn\,dn}}{\mathrm{sn}}
=-\mathrm{dn}^2-m\,\mathrm{cn}^2-\frac{\mathrm{cn}^2\mathrm{dn}^2}{\mathrm{sn}^2}
=-\mathrm{dn}^2-\frac{\mathrm{cn}^2}{\mathrm{sn}^2},
$$

where $\mathrm{dn}^2+m\,\mathrm{sn}^2=1$ was used. Hence $Z(t+iK')$ and $Z(t)+\mathrm{cn\,dn}/\mathrm{sn}$ have the same derivative and differ by a constant. At $t=K$, cn and $Z(K)$ vanish. On the vertical segment, $\mathrm{dn}^2(K+iy)=m'\,\mathrm{sn}^2(y+K'|m')$, whose integral over $0<y<K'$ is $K'-E'$. Therefore

$$
Z(K+iK')=i(K'-E')-i\frac{EK'}K=-\frac{i\pi}{2K},
$$

by Legendre's relation $EK'+E'K-KK'=\pi/2$. The upper side of the rectangle lies at constant height, as a gate must:

$$
d=\frac{\pi A}{2K}.
$$

The derivative of the real part there is $-\mathrm{cn}^2/\mathrm{sn}^2-E/K<0$, so the gate is covered once. The simple pole at $u=iK'$ represents infinity. On the real line $Z$ rises to $Z_{\max}$, falls to $-Z_{\max}$ and returns to zero, tracing both faces of the ribbon once. With this boundary correspondence and a single simple pole, the argument principle makes the map one-to-one. The maximum $Z_{\max}=Z(t_e)$ satisfies $\mathrm{dn}^2t_e=E/K$, so

$$
w=2AZ_{\max},\qquad \frac wd=\frac{4KZ_{\max}}\pi .
$$

The potential is $\phi=V(1-\operatorname{Im}u/K')$, which is harmonic and has the right boundary values. A face element carries charge $\varepsilon|\nabla\phi||dz|=\varepsilon V|du|/K'$. The whole ribbon has $u$-length $2K$, hence

$$
\boxed{C=2\varepsilon K/K'} .
$$

For $w=d$ the root is $m=0.862120$, with $K=2.428008$, $K'=1.629591$ and $C/\varepsilon=2.979899$. Four hundred graded panels give 2.979890, a relative difference of $3\times10^{-6}$.

The interval $t_e<t<2K-t_e$ contains $t=K$, opposite the gate point directly below the ribbon, and is the lower face. Its charge is $2\varepsilon V(K-t_e)/K'$; the upper face carries $2\varepsilon Vt_e/K'$.

The edge coefficient follows by expanding $Z$ about $t_e$. A distance $s$ from the edge corresponds to $s=A|Z''|(\delta t)^2/2$, and the two faces together have $u$-length $2\delta t$. Equating their charge to $2S\sqrt s$ gives

$$
S=\frac{\varepsilon V}{K'}\sqrt{\frac{2}{A|Z''(t_e)|}},\qquad
|Z''|=2m\,\mathrm{sn\,cn\,dn}.
$$

For $w=d$, $Sd/(\varepsilon V\sqrt w)=0.9224$. A quadratic fit to the panel values of $\sigma\sqrt s$ for $0.005<s/w<0.05$, extrapolated to the edge, gives 0.9228.

## Reading the profile

The capacitance is 2.980 times the parallel-plate value, an excess of 198.0%. In units of $\varepsilon V/d$, the density from the 400-panel solution is:

| $x/w$ | both faces | lower face |
|---:|---:|---:|
| 0 | 1.951 | 1.205 |
| 0.25 | 2.221 | 1.337 |
| 0.40 | 3.136 | 1.791 |
| 0.45 | 4.277 | 2.359 |
| 0.49 | 9.293 | 4.865 |

A parallel plate would have 1 on its lower face and nothing above. Even the centre of the lower face exceeds this by about 21%. In units of the parallel-plate charge, the lower face carries 1.716 and the upper face 1.264. The excess of 1.980 therefore consists of 0.716 below and 1.264 above; the larger part is on the face turned away from the gate.

The outer 5% of the width at each side, together 10% of the ribbon, holds 28.0% of the charge. The centre density is 0.655 of the mean. These fractions characterize edge accumulation better than a maximum density, which is infinite in the model.

### Narrow ribbon

For an isolated strip put $x=(w/2)\cos\theta$. The expansion

$$
\ln|2\cos\theta-2\cos\theta'|=-\sum_{n\ge1}\frac2n\cos n\theta\cos n\theta'
$$

averages to zero over $0<\theta'<\pi$. Charge uniform in $\theta'$ thus has average $\ln|x-x'|=\ln(w/4)$ at every $x$: it makes the strip an equipotential. Its density is proportional to $1/\sqrt{w^2/4-x^2}$, and it places $1-(2/\pi)\arcsin0.9=28.7\%$ of the charge in the same outer strips. At $w=d$ the gate changes this fraction little.

Keep that profile and average the image potential over it. For $w\ll2d$,

$$
\ln\sqrt{4d^2+(x-x')^2}\simeq\ln2d+\frac{(x-x')^2}{8d^2}.
$$

Since $\langle x^2\rangle=w^2/8$, the mean of $(x-x')^2$ is $w^2/4$. Dividing charge by voltage,

$$
C\simeq\frac{2\pi\varepsilon}{\ln(8d/w)+w^2/(32d^2)} .
$$

At $w=d$ the denominator is $2.0794+0.0313$, so $C/\varepsilon=2.977$, about 0.1% below the exact result. Electrostatically, this ribbon is closer to a wire above a plane than to a capacitor plate.

### Wide ribbon

For $w\gg d$, $m\to1$, $K'\to\pi/2$ and $E\to1$. In the region that determines the maximum, $Z(t)\simeq\tanh t-t/K$. Its stationary point has $\mathrm{sech}^2t_e=1/K$, so $\tanh t_e\simeq1-1/(2K)$ and $t_e\simeq\frac12\ln4K$. Substitution gives

$$
\frac wd\simeq\frac4\pi\left[K-\frac12-\frac12\ln4K\right],\qquad
\frac C\varepsilon\simeq\frac{4K}\pi .
$$

Eliminating the first $K$, and using $K\simeq\pi w/4d$ inside the logarithm,

$$
\frac C\varepsilon\simeq\frac wd+\frac2\pi\left[1+\ln\frac{\pi w}d\right].
$$

The fringe term grows logarithmically while the plate term grows linearly, so $C/C_{\rm plate}\to1$. The approach is slow: with $d$ fixed, this ratio is 8.51, 2.12 and 1.53 at $w/d=0.2$, 2 and 5. At $w/d=5$ the formula gives $C/\varepsilon=7.39$, about 3% below the computed value.

## Cost, stability and failure modes

Building the matrix costs order $N^2$ logarithms, and a dense solution about $N^3/3$ multiply-add pairs. At $N=400$ the matrix occupies 1.28 MB in double precision. Mirror symmetry halves the number of unknowns.

The logarithmic expansion also shows the numerical sensitivity. Write $\sigma\,dx=g(\theta)\,d\theta$ in magnitude. The direct kernel turns $g=\cos n\theta$ into potential $\cos n\theta/(2n\varepsilon)$. Recovering this mode multiplies an error in potential by $2n\varepsilon$: amplification grows linearly with the resolved mode number, not exponentially. This linear growth refers to panel charges $h_js_j$ as unknowns. With the densities $s_j$ as unknowns, the spread of graded panel widths adds a further factor of order $N$, so the condition number of $A$ as written grows about as $N^2$; dividing each column by $h_j$ removes that factor. At $N=400$, the largest potential error at 173 evenly spaced points with $|x|\le0.45w$ was $2.3\times10^{-6}V$.

Several faults deserve separate attention:

- **Missing image.** With the isolated-strip profile, the direct kernel alone gives a uniform potential proportional to $-\ln(w/4)$, which vanishes when $w=4$ in the chosen length unit. The integral equation is then singular and the panel matrix nearly so. The image supplies the missing length scale.
- **Edge density.** The last panel's density grows roughly as $N$ under grading. It is a panel average and does not converge to a physical maximum. Compare accumulated charge or $S$ instead.
- **Cancellation.** A distant, very short panel subtracts nearly equal values of $F$. For extreme grading, replace its integral by $h_j$ times the midpoint logarithm.
- **Wide ribbons.** At a distance $d$ from an edge, the graded panels are about $\pi\sqrt{wd}/N$ wide. This width must be short compared with $d$ if the fringe region is to be resolved.

## Silicon ribbon: numbers and limits

Consider a silicon ribbon embedded in silicon dioxide, with $w=d=50$ nm, relative permittivity 3.9 and 5 V beyond threshold. The parallel-plate capacitance is $3.9\varepsilon_0=0.0345$ fF/µm; multiplication by 2.980 gives **0.103 fF/µm**. The mean electron density is

$$
\bar n=\frac{CV}{ew}=6.4\times10^{12}\ \mathrm{cm^{-2}},
$$

and the classical centre density is $4.2\times10^{12}\ \mathrm{cm^{-2}}$. These describe a channel controlled through a thick oxide. Gate oxides of short-channel logic transistors are much thinner and their voltages much lower.

Of the effects estimated here, a change in the surroundings matters most. Suppose air replaces the oxide above the ribbon, all else fixed. Let $\epsilon_1$ and $\epsilon_2$ be the relative permittivities below and above. For a sheet-charge component of wavenumber $k$, the potential decays as $e^{-ky}$ above and varies as $\sinh ky$ below. The jump in displacement gives a response $1/[\varepsilon_0k(\epsilon_2+\epsilon_1\coth kd)]$. With $q=e^{-2kd}$ and $\kappa=(\epsilon_1-\epsilon_2)/(\epsilon_1+\epsilon_2)$,

$$
\frac1{\epsilon_2+\epsilon_1\coth kd}
=\frac{1-q}{(\epsilon_1+\epsilon_2)(1+\kappa q)} .
$$

The prefactor $1/(\epsilon_1+\epsilon_2)$ means that the logarithmic kernel takes the mean permittivity $\varepsilon_0(\epsilon_1+\epsilon_2)/2$ in place of $\varepsilon$. Expansion in $q$ gives images at depths $2nd$ below the ribbon, with weights $c_0=1$ and $c_n=-(1+\kappa)(-\kappa)^{n-1}$. The same panel integrals then give a capacitance 26.8% lower, or 2.18 times $\varepsilon w/d$.

Other effects, each applied separately, are smaller. A rectangular metal body 3 nm thick, with its lower face kept at $d$, raises $C$ by 4.4%. This is not a prediction for the silicon film: a metal holds its charge on its surface, whereas electrons in a single vertical subband are spread through the thickness. Filling the two lowest valleys of a (001) film at 300 K, with in-plane mass $0.19m_e$, lowers the charge by 1.2%; this uses a local Fermi gas with voltage measured from the band edge. In a uniform gas at the mean density, hard side walls exclude electrons from an effective 1.9 nm per edge. Narrowing the conductor accordingly lowers $C$ by about 3%. This last figure overstates the loss, because it ignores the edge field that attracts carriers. Confinement also removes the ideal density divergence, so the profile within a few nanometres of an edge should not be taken literally.

The average oxide field is 1.0 MV/cm, but 1 nm outside the ideal edge it is 3.2 MV/cm, against a rough breakdown field of 10 MV/cm. The body's thickness and corner shape already alter the field somewhat at 1 nm, and they control it closer in. For a rough 3.1 eV barrier and tunnelling mass $0.4m_e$, the WKB exponent along the straight path from edge to gate is well above 100, so tunnelling along that path is negligible. Oxide defects and other paths are not included. The numerical output below gives the remaining input values and digits.

## Calculated quantities

```
width = gate distance: 50 nm; voltage 5.0 V; T 300 K
relative permittivity 3.9; body thickness 3.0 nm
masses 0.19, 0.92 m_e; valleys 2
oxide barrier 3.1 eV; tunnelling mass 0.4 m_e
4 panels, ends (nm): [-25.     -17.6777   0.      17.6777  25.    ]
4 panels, matrix row 1 (nm): [5.02   6.1575 3.5375 1.0914]
4 panels, matrix row 2 (nm): [2.4497 9.6427 5.0493 1.4501]
4 panels, sigma/(eps V/d): [4.8066 2.1274 2.1274 4.8066]
4 panels, C/eps: 2.9121
exact map: m 0.862120, K 2.428008, K' 1.629591, E 1.134410
exact map: edge at u = 1.029747, Z_max 0.323474
C/eps: panels (N=400) 2.979890, exact 2.979899
C/C_parallel 2.9799; excess 198.0 %
isolated-strip profile estimate of C/eps: 2.9768
N=20: relative error uniform 7.78e-03, graded 1.06e-03
N=80: relative error uniform 1.96e-03, graded 6.79e-05
N=320: relative error uniform 4.89e-04, graded 4.27e-06
observed order: uniform 1.00, graded 2.00
largest potential error for |x|<0.45w: 2.3e-06 of V
x/w=0.00: sigma/(eps V/d) 1.9506, exact 1.9506, lower face 1.2055
x/w=0.25: sigma/(eps V/d) 2.2207, exact 2.2207, lower face 1.3374
x/w=0.40: sigma/(eps V/d) 3.1364, exact 3.1362, lower face 1.7907
x/w=0.45: sigma/(eps V/d) 4.2769, exact 4.2766, lower face 2.3590
x/w=0.49: sigma/(eps V/d) 9.2927, exact 9.2907, lower face 4.8651
charge/parallel-plate charge: lower face 1.7161, upper face 1.2638
charge in the two outer 5% strips: 28.02 % of total
centre density / mean density: 0.6546
edge coefficient S d/(eps V sqrt(w)): panels 0.9228, exact 0.9224
w/d=0.2: C/C_parallel 8.5135
w/d=2.0: C/C_parallel 2.1158
w/d=5.0: C/C_parallel 1.5263
parallel-plate C 0.03453 fF/um; ribbon C 0.10290 fF/um
electron density: mean 6.422e+12 cm^-2, centre 4.204e+12 cm^-2
body thickness changes C by +4.36 %
kT 25.85 meV; mean n/(D kT) 1.565; valley splitting 174 meV
band filling changes the charge by -1.17 %
hard-wall missing width 1.852 nm per edge; C changes by -3.35 %
air above: C changes by -26.8 %, C/C_parallel 2.1800
field V/d 1.00 MV/cm; 1 nm outside edge 3.22 MV/cm; rough breakdown 10 MV/cm
tunnelling path 25.1 nm; WKB exponent 164.9
```
